# The generalized Wick theorem for products of normal-ordered strings: verification in Python

```python
"""
Generalized Wick theorem for fermions, tested with explicit Fock-space matrices.

Result under test: a product of normal-ordered words N[A1] N[A2] ... equals
the sum over all sets of disjoint pairs joining letters of DIFFERENT words of
    (-1)**(crossings + covered) * (product of contractions) * N[free letters].
crossings : number of pairs of contraction lines that cross
covered   : number of (free letter, line) pairs with the letter beneath the line
contraction of x and y : <Phi|x y|Phi>, with Phi the reference determinant
N[...]    : creators relative to Phi placed left, with the permutation sign

A letter is stored as (creator part, annihilator part) relative to Phi.
An elementary operator has only one part; a linear combination has both.
"""
from functools import reduce
from itertools import combinations, product
import numpy as np

rng = np.random.default_rng(7)
n_orb, n_occ = 5, 2
occupied, virtual = range(n_occ), range(n_occ, n_orb)
dim = 2 ** n_orb
identity = np.eye(dim)


def multiply(matrices):
    return reduce(np.matmul, matrices, identity)


# Fermion matrices with the Jordan-Wigner sign string
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity_matrix = np.diag([1.0, -1.0])
annihilate = [reduce(np.kron, [parity_matrix] * p + [lower]
                     + [np.eye(2)] * (n_orb - p - 1)) for p in range(n_orb)]
for p, q in product(range(n_orb), repeat=2):
    ap, aq = annihilate[p], annihilate[q]
    assert np.allclose(ap @ aq.T + aq.T @ ap, (p == q) * identity)
    assert np.allclose(ap @ aq + aq @ ap, 0)

empty = np.zeros(dim)
empty[0] = 1.0
phi = multiply([annihilate[i].T for i in occupied]) @ empty


def letter(orbital, dagger):
    matrix = annihilate[orbital].T if dagger else annihilate[orbital]
    is_creator = dagger != (orbital < n_occ)
    return (matrix, None) if is_creator else (None, matrix)


def random_letter():
    parts = [np.zeros((dim, dim)), np.zeros((dim, dim))]
    for orbital, dagger in product(range(n_orb), (False, True)):
        elementary = letter(orbital, dagger)
        kind = 0 if elementary[0] is not None else 1
        parts[kind] += rng.normal() * elementary[kind]
    return tuple(parts)


def full(x):
    return sum(part for part in x if part is not None)


def normal(word):
    """Normal-ordered product from its definition, part by part."""
    result = np.zeros((dim, dim))
    size = len(word)
    for choice in product((0, 1), repeat=size):
        if any(word[k][choice[k]] is None for k in range(size)):
            continue
        inversions = sum(choice[j] > choice[k]
                         for j, k in combinations(range(size), 2))
        ordered = [word[k][kind] for kind in (0, 1)
                   for k in range(size) if choice[k] == kind]
        result += (-1) ** inversions * multiply(ordered)
    return result


def contraction(x, y):
    return phi @ (full(x) @ (full(y) @ phi))


def matchings(positions, allowed):
    """All sets of disjoint allowed pairs, the empty set included."""
    if not positions:
        yield ()
        return
    first, rest = positions[0], positions[1:]
    yield from matchings(rest, allowed)
    for k, second in enumerate(rest):
        if allowed(first, second):
            for others in matchings(rest[:k] + rest[k + 1:], allowed):
                yield ((first, second),) + others


def free_positions(lines, size):
    used = {p for line in lines for p in line}
    return [p for p in range(size) if p not in used]


def line_counts(lines, size):
    crossings = sum(a < c < b < d or c < a < d < b
                    for (a, b), (c, d) in combinations(lines, 2))
    covered = sum(a < p < b for p in free_positions(lines, size)
                  for a, b in lines)
    return crossings, covered


def line_sign(lines, size):
    return (-1) ** sum(line_counts(lines, size))


def wick_sum(word, labels, use_signs=True):
    """Sum over pairings that join letters with different labels."""
    size = len(word)
    table = [[contraction(x, y) for y in word] for x in word]
    result = np.zeros((dim, dim))
    for lines in matchings(tuple(range(size)),
                           lambda j, k: labels[j] != labels[k]):
        value = np.prod([table[j][k] for j, k in lines])
        if value == 0:
            continue
        sign = line_sign(lines, size) if use_signs else 1
        rest = [word[p] for p in free_positions(lines, size)]
        result += sign * value * normal(rest)
    return result


def relative_error(test, reference):
    return np.max(np.abs(test - reference)) / np.max(np.abs(reference))


print(f"spin orbitals: {n_orb}, occupied: {n_occ}, Fock dimension: {dim}")

# Contractions: a c-number, nonzero only for an annihilator left of its adjoint
letters = [letter(p, d) for p in range(n_orb) for d in (False, True)]
nonzero_pairs = 0
for x, y in product(letters, repeat=2):
    value = contraction(x, y)
    assert np.allclose(full(x) @ full(y) - normal([x, y]), value * identity)
    rule = x[1] is not None and np.array_equal(full(y), full(x).T)
    assert np.isclose(value, float(rule))
    nonzero_pairs += abs(value) > 0.5
print(f"ordered letter pairs: {len(letters)**2}, "
      f"nonzero contractions: {nonzero_pairs}")

# Antisymmetry of N, and the rule for appending one letter on the right
word = [random_letter() for _ in range(4)]
swapped_word = [word[0], word[2], word[1], word[3]]
assert relative_error(-normal(swapped_word), normal(word)) < 1e-10
y = random_letter()
appended = normal(word + [y])
for k in range(4):
    appended = appended + ((-1) ** (3 - k) * contraction(word[k], y)
                           * normal(word[:k] + word[k + 1:]))
error = relative_error(appended, normal(word) @ full(y))
assert error < 1e-10
print(f"appending rule, relative error: {error:.1e}")

# Line sign against permutation parity, and its change under adjacent swaps
size = 7
checked_pairings = checked_swaps = 0
for lines in matchings(tuple(range(size)), lambda j, k: True):
    free = free_positions(lines, size)
    sequence = [p for line in lines for p in line] + free
    inversions = sum(a > b for a, b in combinations(sequence, 2))
    assert (-1) ** inversions == line_sign(lines, size)
    checked_pairings += 1
    for k in range(size - 1):
        if (k, k + 1) in lines:
            continue
        exchange = {k: k + 1, k + 1: k}
        moved = [tuple(sorted(exchange.get(p, p) for p in line))
                 for line in lines]
        expected = 1 if k in free and k + 1 in free else -1
        assert (line_sign(moved, size)
                == expected * line_sign(lines, size))
        checked_swaps += 1
print(f"sign rule on {size} letters: {checked_pairings} pairings, "
      f"{checked_swaps} swaps checked")

# Ordinary Wick theorem for a plain product
word = [random_letter() for _ in range(6)]
error = relative_error(wick_sum(word, range(6)), multiply(map(full, word)))
assert error < 1e-10
print(f"ordinary theorem, 6 letters, relative error: {error:.1e}")

# Generalized theorem on dense random linear combinations
for shape in [(2, 2), (3, 2, 1), (1, 3, 3), (2, 3, 2, 1)]:
    strings = [[random_letter() for _ in range(length)] for length in shape]
    word = [x for string in strings for x in string]
    labels = [s for s, string in enumerate(strings) for _ in string]
    exact = multiply([normal(string) for string in strings])
    error = relative_error(wick_sum(word, labels), exact)
    assert error < 1e-10
    print(f"generalized theorem, word lengths {shape}, "
          f"relative error: {error:.1e}")
    if shape == (3, 2, 1):
        unsigned = relative_error(wick_sum(word, labels, False), exact)
        internal = relative_error(wick_sum(word, range(len(word))), exact)
        assert unsigned > 0.01 and internal > 0.01
        print(f"  same case, signs dropped, relative error: {unsigned:.2f}")
        print(f"  same case, internal pairs admitted, "
              f"relative error: {internal:.2f}")

# Number of pairings for two words of four letters
everything = list(matchings(tuple(range(8)), lambda j, k: True))
between = [m for m in everything if all(j < 4 <= k for j, k in m)]
print(f"two words of 4 letters, all pairings: {len(everything)}, "
      f"complete: {sum(len(m) == 4 for m in everything)}")
print(f"  only between words: {len(between)}, "
      f"complete: {sum(len(m) == 4 for m in between)}")

# Example: N[a i+] N[a+ i], a virtual and i occupied
a_orb, i_orb = 2, 1
first = [letter(a_orb, False), letter(i_orb, True)]
second = [letter(a_orb, True), letter(i_orb, False)]
word, labels = first + second, [0, 0, 1, 1]
names = ["a", "i+", "a+", "i"]
exact = normal(first) @ normal(second)
assert np.allclose(exact, wick_sum(word, labels))
print("N[a i+] N[a+ i], surviving terms (positions 1 to 4):")
for lines in matchings((0, 1, 2, 3), lambda j, k: labels[j] != labels[k]):
    value = np.prod([contraction(word[j], word[k]) for j, k in lines])
    if value == 0:
        continue
    crossings, covered = line_counts(lines, 4)
    coefficient = line_sign(lines, 4) * value
    text = " ".join(f"{j+1}-{k+1}" for j, k in lines) or "none"
    rest = " ".join(names[p] for p in free_positions(lines, 4)) or "1"
    print(f"  lines {text}: crossings {crossings}, covered {covered}, "
          f"coefficient {coefficient:+.0f}, left N[{rest}]")
print(f"  reference expectation value: {phi @ exact @ phi:+.0f}")

# Example: an internal contraction that is nonzero but must be left out
pair = [letter(a_orb, False), letter(a_orb, True)]
normal_square = normal(pair) @ normal(pair)
plain_square = multiply(map(full, pair + pair))
number = full(pair[1]) @ full(pair[0])
assert np.allclose(normal_square, wick_sum(pair + pair, labels))
assert np.allclose(normal_square, number)
assert np.allclose(plain_square, identity - number)
print(f"internal contraction of a with a+: {contraction(*pair):.0f}")
print(f"<N[a a+] N[a a+]>: {phi @ normal_square @ phi:.0f}, "
      f"<a a+ a a+>: {phi @ plain_square @ phi:.0f}")

# Example: complete contractions of N[i+ j+ b a] N[c+ d+ l k]
print("<N[i+ j+ b a] N[c+ d+ l k]>, complete contractions:")
hole_positions = {0, 1, 6, 7}
for lines in between:
    if len(lines) == 4 and all((j in hole_positions) == (k in hole_positions)
                               for j, k in lines):
        text = " ".join(f"{j+1}-{k+1}" for j, k in lines)
        print(f"  lines {text}: crossings {line_counts(lines, 8)[0]}, "
              f"sign {line_sign(lines, 8):+d}")
indices = list(product(occupied, occupied, virtual, virtual))
bras = [phi @ normal([letter(i, True), letter(j, True),
                      letter(b, False), letter(a, False)])
        for i, j, a, b in indices]
kets = [normal([letter(c, True), letter(d, True),
                letter(l, False), letter(k, False)]) @ phi
        for k, l, c, d in indices]
for bra, (i, j, a, b) in zip(bras, indices):
    for ket, (k, l, c, d) in zip(kets, indices):
        deltas = (((i == k) * (j == l) - (i == l) * (j == k))
                  * ((a == c) * (b == d) - (a == d) * (b == c)))
        assert np.isclose(bra @ ket, deltas)
print(f"  index combinations checked: {len(indices)**2}")

# Example: doubles energy, round model parameters in hartree.
# All remaining two-body elements are random and should not contribute.
orbital_pairs = list(combinations(range(n_orb), 2))
pair_matrix = rng.normal(size=(len(orbital_pairs),) * 2)
pair_matrix = (pair_matrix + pair_matrix.T) / 2
model_integrals = {(2, 3): 0.10, (2, 4): -0.04, (3, 4): 0.06}
model_amplitudes = {(2, 3): -0.05, (2, 4): 0.03, (3, 4): -0.02}
row = orbital_pairs.index((0, 1))
for ab, value in model_integrals.items():
    column = orbital_pairs.index(ab)
    pair_matrix[row, column] = pair_matrix[column, row] = value
integrals = np.zeros((n_orb,) * 4)
for m, (p, q) in enumerate(orbital_pairs):
    for n, (r, s) in enumerate(orbital_pairs):
        value = pair_matrix[m, n]
        integrals[p, q, r, s] = integrals[q, p, s, r] = value
        integrals[q, p, r, s] = integrals[p, q, s, r] = -value
amplitudes = np.zeros((n_orb,) * 4)
for (a, b), value in model_amplitudes.items():
    amplitudes[0, 1, a, b] = amplitudes[1, 0, b, a] = value
    amplitudes[1, 0, a, b] = amplitudes[0, 1, b, a] = -value

interaction = np.zeros((dim, dim))
for p, q, r, s in np.argwhere(integrals != 0):
    interaction += 0.25 * integrals[p, q, r, s] * normal(
        [letter(p, True), letter(q, True), letter(s, False), letter(r, False)])
doubles = np.zeros((dim, dim))
for i, j, a, b in np.argwhere(amplitudes != 0):
    doubles += 0.25 * amplitudes[i, j, a, b] * normal(
        [letter(a, True), letter(b, True), letter(j, False), letter(i, False)])
energy_matrix = phi @ interaction @ doubles @ phi
o, v = slice(0, n_occ), slice(n_occ, n_orb)
energy_formula = 0.25 * np.sum(integrals[o, o, v, v] * amplitudes[o, o, v, v])
assert np.isclose(energy_matrix, energy_formula, atol=1e-12)
print("doubles energy, occupied orbitals 1 2, virtual orbitals 3 4 5:")
for (a, b), value in model_integrals.items():
    t = model_amplitudes[a, b]
    print(f"  a,b = {a+1},{b+1}: <12||ab> = {value:+.2f} hartree, "
          f"t = {t:+.2f}, product = {value*t:+.4f} hartree")
print(f"  energy from Fock-space matrices: {energy_matrix:+.6f} hartree")
print(f"  energy from contraction formula: {energy_formula:+.6f} hartree")

print("all assertions hold")
```

Output:

```
spin orbitals: 5, occupied: 2, Fock dimension: 32
ordered letter pairs: 100, nonzero contractions: 5
appending rule, relative error: 3.6e-16
sign rule on 7 letters: 232 pairings, 1236 swaps checked
ordinary theorem, 6 letters, relative error: 4.6e-16
generalized theorem, word lengths (2, 2), relative error: 2.1e-16
generalized theorem, word lengths (3, 2, 1), relative error: 7.0e-16
  same case, signs dropped, relative error: 3.01
  same case, internal pairs admitted, relative error: 0.85
generalized theorem, word lengths (1, 3, 3), relative error: 1.1e-15
generalized theorem, word lengths (2, 3, 2, 1), relative error: 1.0e-15
two words of 4 letters, all pairings: 764, complete: 105
  only between words: 209, complete: 24
N[a i+] N[a+ i], surviving terms (positions 1 to 4):
  lines none: crossings 0, covered 0, coefficient +1, left N[a i+ a+ i]
  lines 2-4: crossings 0, covered 1, coefficient -1, left N[a a+]
  lines 1-3: crossings 0, covered 1, coefficient -1, left N[i+ i]
  lines 1-3 2-4: crossings 1, covered 0, coefficient -1, left N[1]
  reference expectation value: -1
internal contraction of a with a+: 1
<N[a a+] N[a a+]>: 0, <a a+ a a+>: 1
<N[i+ j+ b a] N[c+ d+ l k]>, complete contractions:
  lines 1-7 2-8 3-5 4-6: crossings 2, sign +1
  lines 1-7 2-8 3-6 4-5: crossings 1, sign -1
  lines 1-8 2-7 3-5 4-6: crossings 1, sign -1
  lines 1-8 2-7 3-6 4-5: crossings 0, sign +1
  index combinations checked: 1296
doubles energy, occupied orbitals 1 2, virtual orbitals 3 4 5:
  a,b = 3,4: <12||ab> = +0.10 hartree, t = -0.05, product = -0.0050 hartree
  a,b = 3,5: <12||ab> = -0.04 hartree, t = +0.03, product = -0.0012 hartree
  a,b = 4,5: <12||ab> = +0.06 hartree, t = -0.02, product = -0.0012 hartree
  energy from Fock-space matrices: -0.007400 hartree
  energy from contraction formula: -0.007400 hartree
all assertions hold
```
